\section*{Iterated sector decomposition of Feynman parameter integrals: termination and numerical checks, part 2}

We compute the Laurent coefficients in $\epsilon$ of $L$-loop scalar integrals $G$ with $n$ lines, indices $\nu_j$, $N=\sum_j\nu_j$ and $d=4-2\epsilon$. The measure is $d^dk/\pi^{d/2}$ per loop, propagators are Euclidean, $D_j=q_j^2+m_j^2$, an on-shell electron has $p^2=-m^2$, and $\hbar=c=1$. The Symanzik polynomials $U$ and $F$ have non-negative coefficients, and
\begin{align}
G&=\frac{\Gamma(N-Ld/2)}{\prod_j\Gamma(\nu_j)}\,I,\qquad
I=\int d^nx\,\delta\Big(1-\sum_jx_j\Big)\prod_jx_j^{\nu_j-1}\,U^{c_U}F^{c_F},\nonumber\\
c_U&=N-(L+1)\tfrac d2,\qquad c_F=L\tfrac d2-N .
\label{eq:param}
\end{align}
$I$ is defined by continuation in $d$ and $\nu_j$.

The primary sector $x_l=1$ has the other $x_j=t_j\in[0,1]$. Splitting on a set $\mathcal C$ with pivot $k$ (a blow-up) substitutes $t_i\to t_kt_i$ for the other $i\in\mathcal C$. A finished sector has integrand $\prod_it_i^{a_i+b_i\epsilon}f$, with $f$ analytic and positive; $\tilde U,\tilde F$ are $U,F$ without their common monomials. The scaling $x_j\sim\lambda^{r_{ij}}$ gives
\begin{equation}
\omega_i=r_i\cdot\nu+c_U\min_{e\in U}r_i\cdot e+c_F\min_{e\in F}r_i\cdot e=a_i+1+b_i\epsilon ,
\label{eq:omega}
\end{equation}
with $e$ the exponent vectors of the monomials. For $a\le-2$,
\begin{equation}
\int_0^1dt\,t^{\omega-1}f(t)=\frac{1}{\omega}\Big[f(1)-\int_0^1dt\,t^{\omega}f'(t)\Big]
\label{eq:ibp}
\end{equation}
is applied until $a=-1$, where $f(0)$ is subtracted; Taylor subtraction is the alternative.

The lexicographic rule splits on a smallest set on which the polynomial vanishes, breaking ties by line number. On the rainbow it loops forever, leaving volume $1/(2s+1)$ unresolved after $s$ cycles. The degree rule prefers, among smallest sets, the one extracting the highest power. The pair rule, which always stops, takes two monomials, neither divisible by another, whose exponent difference $w$ has least $(\Lambda,\kappa)$: $\Lambda=\max w-\min w$, and $\kappa$ counts the extreme entries. It splits on one entry at each extreme.

The rainbow $R(\nu_1,\nu_2,\nu_3,\nu_4)$ has $D_1=k^2$, $D_2=(k-l)^2$, $D_3=(k+p)^2+m^2$, $D_4=(l+p)^2+m^2$, $U=(x_1+x_3)(x_2+x_4)+x_2x_4$ and $F/m^2=x_2(x_3+x_4)^2+x_3x_4(x_3+x_4)+x_1x_4^2$. The result to be checked is
\begin{equation}
m^{2+4\epsilon}R(1,1,2,1)=-\frac{0.5}{\epsilon^2}-\frac{0.422784335}{\epsilon}-5.291081761-16.693822868\,\epsilon+O(\epsilon^2).
\label{eq:main}
\end{equation}

\subsection{Quadrature and its errors}

The integrands are analytic functions times powers of $\ln t_i$. We map $t=y^\beta$ with $\beta=6$ and use a product of $n_G=28$ point Gauss--Legendre rules with nodes $y_j$ and weights $W_j$ on $[0,1]$. A variable with $a=0$, or with $a=-1$ after subtraction, then behaves at the endpoint as $y^{\beta-1}\ln^ry$.

Let $E[h]=\int_0^1h\,dy-\sum_jW_jh(y_j)$ and $\mathcal L(y)=P_{n_G}(1-2y)$, which vanishes at the nodes. For $v>0$ the function $[1-\mathcal L(y)/\mathcal L(-v)]/(y+v)$ is a polynomial of degree $n_G-1$, integrated exactly, and equals $1/(y_j+v)$ at the nodes. Therefore
\begin{equation}
E\Big[\frac1{y+v}\Big]=\frac{1}{\mathcal L(-v)}\int_0^1\frac{\mathcal L(y)\,dy}{y+v}=\frac{2Q_{n_G}(1+2v)}{P_{n_G}(1+2v)},
\end{equation}
by Neumann's integral for the Legendre function $Q$. The Beta integral gives $y^\alpha=-\pi^{-1}\sin(\pi\alpha)\int_0^\infty dv\,v^\alpha/(y+v)$ for $-1<\alpha<0$; for larger non-integer $\alpha$ it holds after subtracting from $1/(y+v)$ a polynomial in $y$ of degree below $\alpha$, which $E$ annihilates. With $1+2v=\cosh\theta$ the Legendre equation reads $u''+\coth\theta\,u'=n_G(n_G+1)u$. For large $n_G$ only small $\theta\approx2\sqrt v$ matters, where $\coth\theta\approx1/\theta$ and the solutions normalized as $P$ and $Q$ are $I_0(\bar n\theta)$ and $K_0(\bar n\theta)$, $\bar n=n_G+\frac12$. Substituting $z=2\bar n\sqrt v$,
\begin{equation}
E[y^\alpha]\approx-\frac{\sin\pi\alpha}{\pi}\,4^{-\alpha}\,\bar n^{-2\alpha-2}\int_0^\infty dz\,z^{2\alpha+1}\frac{K_0(z)}{I_0(z)} .
\end{equation}
The error for $y^\alpha\ln^ry$ is the $r$-th derivative in $\alpha$. At integer $\alpha$ at least one derivative must act on the sine, so the endpoint error is $O(\bar n^{-2\beta}\ln^{r-1}\bar n)$, here $\bar n^{-12}$, against $\bar n^{-2}$ without the map. It is multiplied by $(\beta b)^r/r!$, so the absolute error is largest at high orders in $\epsilon$ and for large $|b|$. This rate is asymptotic and the program does not test it. The power $\beta$ cannot be raised freely: a zero of a polynomial at $t=-\tau$ moves to $y=\tau^{1/\beta}e^{i\pi/\beta}$, which for large $\beta$ approaches the integration interval and slows the geometric convergence of the smooth part.

Rounding decides between the two subtraction schemes. The difference $f(t)-f(0)$ has an absolute error of order $\delta\,|f|$, with $\delta$ the unit roundoff, and is summed with weights $\beta W_j/y_j$. At $v=0$ the polynomial above gives $\sum_jW_j/y_j=\int_0^1[1-\mathcal L(y)]\,dy/y\le2\max|P'_{n_G}|=n_G(n_G+1)$, a mild bound, to be multiplied by the logarithmic powers. A Taylor subtraction for $t^{-2}$ has weights $\beta W_jy_j^{-\beta-1}$. Near the endpoint $\mathcal L\approx J_0(2\bar n\sqrt y)$, so the first node and weight scale as $\bar n^{-2}$, and the amplification grows as $\bar n^{2\beta}$, as fast as the truncation error falls. Integration by parts avoids this. The cost is $n_G^{\,n-1}$ points per term, which confines the product rule to few lines. The whole scheme fails when a coefficient of $F$ is negative and $F$ vanishes inside the cube, as above a threshold.

\subsection{Independent reference values}

For the massless box with lightlike legs, $U=\sum_jx_j$ and $F=Sx_1x_3+Tx_2x_4$ with $S=-s>0$, $T=-t>0$, and $G=\Gamma(2+\epsilon)\int\delta(\cdots)F^{-2-\epsilon}$. Mellin inversion of $\int_0^\infty dy\,y^{-z-1}(1+y)^{-\lambda}=\Gamma(-z)\Gamma(\lambda+z)/\Gamma(\lambda)$ splits $F^{-\lambda}$ into $(Sx_1x_3)^z(Tx_2x_4)^{-\lambda-z}$. The Dirichlet integral $\prod\Gamma(\gamma_j)/\Gamma(\sum\gamma_j)$, with $\gamma_{1,3}=1+z$ and $\gamma_{2,4}=-1-\epsilon-z$, gives
\begin{equation}
G=\frac{1}{\Gamma(-2\epsilon)}\int\frac{dz}{2\pi i}\,\Gamma(1+z)^2h(z),\quad h=\Gamma(-z)\Gamma(2+\epsilon+z)\Gamma(-1-\epsilon-z)^2S^zT^{-2-\epsilon-z},
\end{equation}
for $-1<\mathrm{Re}\,z<-1-\epsilon$, $-1<\epsilon<0$. Moving the line to $\mathrm{Re}\,z=-\frac32$ adds the residue at $z=-1$; the new line integral is analytic for $|\epsilon|<\frac12$ and, through $1/\Gamma(-2\epsilon)$, of order $\epsilon$. From $\Gamma(1+z)^2=w^{-2}[1+2\psi(1)w+\dots]$, $w=z+1$, the residue is $h'(-1)+2\psi(1)h(-1)=h(-1)[\psi(1)+\psi(1+\epsilon)-2\psi(-\epsilon)+\ln(S/T)]$. Now $h(-1)/\Gamma(-2\epsilon)=-2c_\Gamma T^{-\epsilon}/(\epsilon ST)$ with $c_\Gamma=\Gamma(1+\epsilon)\Gamma(1-\epsilon)^2/\Gamma(1-2\epsilon)$. With $\psi(-\epsilon)=\psi(1-\epsilon)+1/\epsilon$ and $\psi(1\pm\epsilon)=\psi(1)\pm\pi^2\epsilon/6+\dots$ the bracket is $-2/\epsilon+\ln(S/T)+\pi^2\epsilon/2$. Multiplying by $T^{-\epsilon}=1-\epsilon\ln T+\frac12\epsilon^2\ln^2T$,
\begin{equation}
G=\frac{c_\Gamma}{ST}\Big[\frac4{\epsilon^2}-\frac{2\ln(ST)}{\epsilon}+2\ln S\ln T-\pi^2\Big]+O(\epsilon).
\label{eq:box}
\end{equation}

One-loop cases of (\ref{eq:param}) have $U=1$ on the simplex and reduce to Beta functions. The massless bubble has $F=x(1-x)q^2$; the on-shell bubble with photon index $\alpha$ and electron index $c$ has $F=xm^2+x(1-x)p^2=x^2m^2$. For $m=1$ they are $g(a,b)(q^2)^{d/2-a-b}$ and $B(\alpha,c)$, with
\begin{align}
g(a,b)&=\frac{\Gamma(a+b-\frac d2)\Gamma(\frac d2-a)\Gamma(\frac d2-b)}{\Gamma(a)\Gamma(b)\Gamma(d-a-b)},\nonumber\\
B(\alpha,c)&=\frac{\Gamma(\alpha+c-\frac d2)\Gamma(d-2\alpha-c)}{\Gamma(c)\Gamma(d-\alpha-c)},
\end{align}
and the tadpole is $\Gamma(a-\frac d2)/\Gamma(a)$. The on-shell sunrise with two photons and one electron is $\Sigma(a,b,c)=g(a,b)B(a+b-\frac d2,c)$. For the rainbow, the continued integral of the total derivative $\partial_l\cdot[(l-k)D_2^{-\nu_2}D_4^{-\nu_4}]$ vanishes. With $2(l+p)\cdot(l-k)=D_4+D_2-D_3$ the derivative is $[d-2\nu_2-\nu_4-\nu_4(D_2-D_3)/D_4]$ times the integrand, so
\begin{align}
(d-3)R(1,1,2,1)&=R(1,0,2,2)-R(1,1,1,2),\nonumber\\
(d-4)R(1,1,1,2)&=2[R(1,0,1,3)-R(1,1,0,3)].
\end{align}
With $\nu_2=0$ the loops factorize into $B(\nu_1,\nu_3)$ times a tadpole, and $R(1,1,0,3)=\Sigma(1,1,3)$. Laurent coefficients of all references come from Cauchy's formula on a circle in $\epsilon$.

\subsection{Worked example}

Take the box with $S=2\mu^2$, $T=3\mu^2$ and $\mu=1$. At $x_4=1$, $F=St_1t_3+Tt_2$. Splitting on $\{1,2\}$ with pivot 2 gives $t_2(St_1t_3+T)$, finished, with $t_2^{\,1-2-\epsilon}$. Pivot 1 gives $t_1(St_3+Tt_2)$, which needs $\{2,3\}$ and yields $t_1t_2(St_3+T)$ and $t_1t_3(S+Tt_2)$, each with two factors $t^{-1-\epsilon}$. In their double poles $\tilde U^{2\epsilon}\to1$, and
\begin{equation}
\int_0^1\frac{dt}{(St+T)^2}+\int_0^1\frac{dt}{(S+Tt)^2}=\frac1{T(S+T)}+\frac1{S(S+T)}=\frac1{ST}.
\end{equation}
The other primary sectors follow by relabelling lines, with $S\leftrightarrow T$ for two of them, so the 12 sectors give $4/6=0.666667$, the soft-collinear double pole of (\ref{eq:box}). All poles have $b<0$, so the sectors converge unsubtracted for $\epsilon<0$; at $\epsilon=-\frac12$ their sum and the Mellin--Barnes integral both give $3.613554092\,\mu^{-3}$, which tests the factorization alone. The next coefficients, $-0.982063600$, $-1.483608900$ and $-0.849241237$ in $\mu^{-4}$, agree with the reference in all printed digits; the last one involves the line integral.

The sunrise has $U=x_1x_2+x_1x_3+x_2x_3$ and $F=x_3^2(x_1+x_2)$. For $\Sigma(2,2,1)$ the integrand is $x_1x_2U^{-1+3\epsilon}F^{-1-2\epsilon}$, and the sector $x_1=1$, $x_2=t_2$, $x_3=t_2t_3$ reads $t_2^{-1-\epsilon}t_3^{-2-4\epsilon}f$ with $f=(1+t_3+t_2t_3)^{-1+3\epsilon}(1+t_2)^{-1-2\epsilon}$. By (\ref{eq:ibp}) with $1/\omega\to-1$, its double pole is $(+1)\,(-4\epsilon)^{-1}(-\epsilon)^{-1}\partial_3f(0,0)=-1/(4\epsilon^2)$. The mirror sector at $x_2=1$ doubles it to the printed $-0.5$. The finite part is $-12.177160086\,m^{-2}$, and that of $\Sigma(1,1,1)$ is $-4.377473929\,m^2$, both equal to the Gamma-function values.

For the rainbow, seven of the 16 sectors of the degree rule carry poles, of two kinds. The scaling $(x_2,x_3,x_4)\sim(\lambda,1,\lambda)$ has $\omega=2+(-1+3\epsilon)+(-1-2\epsilon)=\epsilon$: it is the ultraviolet divergence of the inner loop. The scaling $(\lambda^2,\lambda,\lambda^2)$ at $x_1=1$ has $\omega=6+2(-1+3\epsilon)+4(-1-2\epsilon)=-2\epsilon$. It is the soft outer photon: $D_1\sim\lambda^2$, $D_3=k^2+2k\cdot p\sim\lambda$, $x_j\sim1/D_j$, and $d^dk/(D_1D_3^2)\sim\lambda^{-2\epsilon}$. At $x_3=1$, $x_4=x_2t$, setting $x_2=0$ leaves $\tilde U=(1+x_1)(1+t)$ and $\tilde F=1+t$, so the pole is $\epsilon^{-1}\ln2\cdot\frac12=0.346574/\epsilon$. The sector $x_1=1$, $x_2=t_2t_3^2t_4$, $x_3=t_3$, $x_4=t_3^2t_4$ has Jacobian $t_3^4t_4$, $U=t_3^2t_4\tilde U$ and $F=t_3^4t_4\tilde F$, hence $t_3^{-1-2\epsilon}t_4^{-1+\epsilon}$, with $\tilde U=\tilde F=1+t_2$ at $t_3=t_4=0$. Its double pole is $(-2\epsilon)^{-1}\epsilon^{-1}\int_0^1(1+t_2)^{-2}dt_2=-0.25/\epsilon^2$. Adding the printed contributions $I_k$ of order $\epsilon^k$,
\begin{align}
I_{-2}&=-0.25-0.25=-0.5,\nonumber\\
I_{-1}&=0.5-2(0.215762)-1.477386-0.284238+2(0.346574)=-1.000000,\nonumber\\
I_0&=2.936770-1.643440-6.595692+0.001072-0.577312\nonumber\\
&\quad+0.249743+0.095627+1.065832=-4.467400,
\end{align}
where the last term is the sum of the pole-free sectors. The prefactor is $\Gamma(1+2\epsilon)=1-1.154431\,\epsilon+3.956224\,\epsilon^2+\dots$, so
\begin{align}
G_{-1}&=-1.000000+(-1.154431)(-0.5)=-0.42278,\nonumber\\
G_0&=-4.467400+1.154431-1.978112=-5.29108,
\end{align}
as in (\ref{eq:main}). The double pole is negative although the integrand is positive. An integral that converged for small $\epsilon$ of one sign would be positive there and could not have a negative leading $1/\epsilon^2$ coefficient; here no $\epsilon$ makes the integral converge, and the double pole is the product of $1/\epsilon$ and $1/(-2\epsilon)$. Positivity does not fix the signs of subleading coefficients, as the negative coefficients of the box show. With $mc^2=0.51099895$ MeV the finite part is $-5.291082/(0.51099895)^2=-20.2630\ \mathrm{MeV}^{-2}$. It refers to the measure $d^dk/\pi^{d/2}$ and the scale $\mu=m$, and changes with either, since a factor $1+O(\epsilon)$ multiplies the poles.

The program asserts for every series a deviation below $10^{-7}$ relative to $1+|G_k^{\rm ref}|$, over the orders $\epsilon^{-4}$ to $\epsilon^1$ for the comparisons with the full references. For the two rainbow integrals the largest deviation over these orders is $2.0\times10^{-12}$ for $R(1,1,2,1)$ and $2.3\times10^{-13}$ for $R(1,1,1,1)$. The pair rule leaves ties of its own, among pairs with equal $(\Lambda,\kappa)$ and among extreme entries. The termination proof holds however they are broken, but the number of sectors depends on them: other orderings of the monomials give 17. With the ordering of the program it gives 18 sectors and shows the same $2.0\times10^{-12}$ as the degree rule.

\section*{Values computed for the example and the checks}
\begin{verbatim}
int t^(-3+2eps)/(1+t): eps^-1, eps^0, eps^1 = 0.500000000 -0.193147181 3.144934067 [1]
same at eps=0.1: Taylor subtraction 5.136012308, digamma 5.136012308 [1]
box: S = 2, T = 3 [mu^2]; sectors: lex 12, pair 12
  box sector x4=1 {12}:1 {23}:2  (a,b) = (-1,-1) (-1,-1) (0,0)
  box sector x4=1 {12}:1 {23}:3  (a,b) = (-1,-1) (0,0) (-1,-1)
  box sector x4=1 {12}:2  (a,b) = (0,0) (-1,-1) (0,0)
box eps=-1/2: sectors 3.613554092  Mellin-Barnes 3.613554092 [mu^-3]
box eps^-2: sectors 0.666666667  reference 0.666666667 [mu^-4]
box eps^-1: sectors -0.982063600  reference -0.982063600 [mu^-4]
box eps^0: sectors -1.483608900  reference -1.483608900 [mu^-4]
box eps^1: sectors -0.849241237  reference -0.849241237 [mu^-4]
sunrise111 eps^-2: sectors -0.500000000  reference -0.500000000 [m^2]
sunrise111 eps^-1: sectors -0.672784335  reference -0.672784335 [m^2]
sunrise111 eps^0: sectors -4.377473929  reference -4.377473929 [m^2]
sunrise111 eps^1: sectors -5.620862727  reference -5.620862727 [m^2]
sunrise221 eps^-2: sectors -0.500000000  reference -0.500000000 [m^-2]
sunrise221 eps^-1: sectors 2.077215665  reference 2.077215665 [m^-2]
sunrise221 eps^0: sectors -12.177160086  reference -12.177160086 [m^-2]
sunrise221 eps^1: sectors 44.731204173  reference 44.731204173 [m^-2]
sunrise221: 6 sectors; power pole in x1=1 {23}:2 (a,b) = (-1,-1) (-2,-4)
loop cycle 1: F has constant term: False; unresolved volume 1/3 [1]
loop cycle 2: F has constant term: False; unresolved volume 1/5 [1]
loop cycle 12: F has constant term: False; unresolved volume 1/25 [1]
lexicographic rule stops on rainbow within depth 60: False
pair rule: 300 random games end, longest 8 blow-ups
rainbow1111: max relative deviation 2.3e-13
rainbow1121: sectors degree rule 16, pair rule 18; deviations 2.0e-12, 2.0e-12
pole sectors: path | (a,b) | eps^-2, eps^-1, eps^0 before Gamma(1+2eps) [m^-2]
  x1=1 {24}:2 {34}:3 | (-1,1) (0,-4) (0,0) | 0.000000 0.500000 2.936770
  x1=1 {24}:2 {34}:4 {23}:3 {23}:2 | (-1,-2) (0,-1) (0,-4) | 0.000000 -0.215762 -1.643440
  x1=1 {24}:2 {34}:4 {23}:3 {23}:3 | (-1,1) (-1,-2) (0,-4) | -0.250000 -1.477386 -6.595692
  x1=1 {24}:4 {34}:3 {34}:3 | (0,0) (-1,-2) (-1,1) | -0.250000 -0.284238 0.001072
  x1=1 {24}:4 {34}:3 {34}:4 | (0,0) (0,-1) (-1,-2) | 0.000000 -0.215762 -0.577312
  x3=1 {24}:2 | (0,0) (-1,1) (0,0) | 0.000000 0.346574 0.249743
  x3=1 {24}:4 | (0,0) (0,0) (-1,1) | 0.000000 0.346574 0.095627
  pole-free sectors, eps^0 sum: 1.065832 [m^-2]
Gamma(1+2eps) eps^0..3: 1.000000 -1.154431 3.956224 -7.259833 [1]
rainbow1121 eps^-2: sectors -0.500000000  reference -0.500000000 [m^-2]
rainbow1121 eps^-1: sectors -0.422784335  reference -0.422784335 [m^-2]
rainbow1121 eps^0: sectors -5.291081761  reference -5.291081761 [m^-2]
rainbow1121 eps^1: sectors -16.693822868  reference -16.693822868 [m^-2]
m c^2 = 0.51099895 MeV; rainbow1121 eps^0 (mu = m) = -20.263033 MeV^-2
\end{verbatim}
